# Ground State and Critical Charge of the Planar Dirac-Coulomb Problem

## Problem

An electron moves in a plane and is attracted by a fixed point charge $Z>0$ in that plane. In Hartree atomic units, with electron mass 1, its Hamiltonian is

$$H=c(\sigma_xp_x+\sigma_yp_y)+\sigma_zc^2-\frac Zr .$$

The potential is the ordinary $1/r$ potential of three-dimensional space; only the motion is planar. The continua of $H$ fill $E\ge c^2$ and $E\le-c^2$. "Ground state" here means the lowest bound level in the gap $-c^2<E<c^2$, and $E$ includes the rest energy.

Find the ground energy, its non-relativistic limit, and the charge at which the point-charge solution ceases to exist.

## A tempting solution

**Separation.** The operator $-i\partial_\varphi+\sigma_z/2$ commutes with $H$. Its eigenvalue $j$ is half-integer, because each component of $\psi$ must be single-valued. We therefore write

$$\psi=\frac1{\sqrt r}\begin{pmatrix}f(r)\,e^{i(j-1/2)\varphi}\\ i\,g(r)\,e^{i(j+1/2)\varphi}\end{pmatrix}.$$

In polar coordinates $p_x\pm ip_y=-ie^{\pm i\varphi}\left(\partial_r\pm\frac ir\partial_\varphi\right)$. Acting on the lower component,

$$(p_x-ip_y)\psi_2=e^{i(j-1/2)\varphi}\left(\partial_r+\frac{j+1/2}{r}\right)\frac g{\sqrt r}
=\frac{e^{i(j-1/2)\varphi}}{\sqrt r}\left(g'+\frac jr g\right),$$

since differentiating $r^{-1/2}$ gives $-1/(2r)$. In the same way,

$$(p_x+ip_y)\psi_1=-i\,\frac{e^{i(j+1/2)\varphi}}{\sqrt r}\left(f'-\frac jr f\right).$$

Dividing the second row of $H\psi=E\psi$ by $i$ gives the real radial equations

$$c\left(g'+\frac jr g\right)+\left(c^2-E-\frac Zr\right)f=0,\tag{1}$$

$$c\left(-f'+\frac jr f\right)-\left(c^2+E+\frac Zr\right)g=0.\tag{2}$$

The norm is $2\pi\int_0^\infty(f^2+g^2)\,dr$.

**Trial functions.** For $j=1/2$ try $f=Ar^se^{-\lambda r}$ and $g=Br^se^{-\lambda r}$. The terms in $r^{s-1}$ require

$$c\left(\tfrac12+s\right)B=ZA,\qquad c\left(\tfrac12-s\right)A=ZB,\tag{3}$$

and those in $r^s$ require

$$c\lambda B=(c^2-E)A,\qquad c\lambda A=(c^2+E)B.\tag{4}$$

Multiplying the two equations (3) gives $c^2(\frac14-s^2)=Z^2$, so

$$s=\pm\gamma,\qquad \gamma=\sqrt{\tfrac14-\frac{Z^2}{c^2}} .$$

Dividing the equations within each pair gives two expressions for the same ratio:

$$\frac{B^2}{A^2}=\frac{1/2-s}{1/2+s}=\frac{c^2-E}{c^2+E},\qquad\text{hence}\qquad E=2sc^2.$$

Multiplying the equations (4) gives $c^2\lambda^2=c^4-E^2=c^4(1-4s^2)=4Z^2c^2$, so $\lambda=2Z$ for both signs of $s$.

The norm contains $\int_0^\infty r^{2s}e^{-4Zr}dr$, which converges for $s>-1/2$. Since $0<\gamma<1/2$ when $0<Z<c/2$, both solutions are normalizable. The lower one has $s=-\gamma$, and the tempting conclusion is

$$E_{\rm ground}=-c^2\sqrt{1-4Z^2/c^2}\qquad\text{(wrong)}.$$

## Where it fails

The algebra is right; the use of normalizability as the sole criterion is not. A first warning is that the claimed energy rises with $Z$, although a larger $Z$ makes the potential more attractive. For small $Z$ it is near $-c^2+2Z^2$: an attraction appears to push a level up out of the lower continuum.

The fault becomes definite when the two solutions are compared. Set $A=1$, so that by (3) their component ratios are

$$\beta_\pm=\frac{c(1/2\mp\gamma)}Z,\qquad \beta_+\beta_-=\frac{c^2(1/4-\gamma^2)}{Z^2}=1 .$$

Their overlap, apart from the angular factor $2\pi$, is

$$\int_0^\infty(1+\beta_+\beta_-)\,r^{\gamma-\gamma}e^{-4Zr}dr=\frac{2}{4Z}=\frac1{2Z}\neq0 .$$

Eigenfunctions of one self-adjoint operator with different eigenvalues must be orthogonal. These two therefore cannot both belong to the Hamiltonian.

To see what spoils orthogonality, take two real solutions of (1) and (2) with the same $j$ and energies $E_1,E_2$. Multiply the equations of solution 2 by $f_1$ and $g_1$, those of solution 1 by $f_2$ and $g_2$, and subtract. The potential, mass and $j/r$ terms cancel. The derivatives combine into

$$(E_2-E_1)\int_0^\infty(f_1f_2+g_1g_2)\,dr=c\Big[f_1g_2-g_1f_2\Big]_0^\infty .\tag{5}$$

Infinity contributes nothing for decaying functions. For the pair above the bracket at the origin is $\beta_--\beta_+=2c\gamma/Z$, so the right side is $-2c^2\gamma/Z$. The left side is $-4\gamma c^2/(2Z)$, the same number. The origin needs a boundary condition, and square integrability does not supply one.

**The missing condition.** We require a finite mean potential energy, that is, finite $\langle1/r\rangle$. Near the origin its integrand is $r^{2s-1}$. This is integrable for $s=+\gamma$ and not for $s=-\gamma$, so the second branch is discarded.

A finite source makes the same choice. Let the potential be constant, $-Z/R$, for $r<R$. As $R\to0$, mass and energy are negligible beside $Z/R$ inside this core. The regular solution for $j=1/2$ is then $f=\sqrt r\,J_0(kr)$, $g=\sqrt r\,J_1(kr)$ with $k=Z/(cR)$. At the edge its ratio $g/f$ is

$$\tau=\frac{J_1(Z/c)}{J_0(Z/c)},$$

independent of $R$. Just outside, the solution has the form $r^\gamma(1,\beta_+)+b\,r^{-\gamma}(1,\beta_-)$. Equating the ratios at $R$ gives

$$\tau=\frac{\beta_++bR^{-2\gamma}\beta_-}{1+bR^{-2\gamma}},\qquad b=R^{2\gamma}\,\frac{\tau-\beta_+}{\beta_--\tau}.\tag{6}$$

The denominator is not zero: $\beta_->1$, while the series bounds $J_1(x)<x/2$ and $J_0(x)>1-x^2/4$ give $\tau<0.27$ for $Z/c<1/2$. Hence $b\to0$ as the core shrinks, and the $r^{+\gamma}$ branch survives.

## The right solution

One acceptable trial function does not prove that no lower level exists. We therefore solve for every $j$ and every energy in the gap.

**Behaviour at the ends.** For general $j$ the leading powers at the origin are $r^{\pm\gamma_j}$ with $\gamma_j=\sqrt{j^2-Z^2/c^2}$, and finite $\langle1/r\rangle$ again selects the plus sign. At large $r$ the decay constant $\lambda$ and the limiting ratio $\mu=g/f$ are

$$\lambda=\frac{\sqrt{c^4-E^2}}c,\qquad \mu=\sqrt{\frac{c^2-E}{c^2+E}},$$

so that $c^2-E=\mu c\lambda$ and $c^2+E=c\lambda/\mu$.

**Recurrence.** Write $\gamma$ for $\gamma_j$ and insert

$$f=r^\gamma e^{-\lambda r}\sum_{k\ge0}a_kr^k,\qquad g=r^\gamma e^{-\lambda r}\sum_{k\ge0}b_kr^k .$$

The coefficients of $r^{\gamma+k-1}$ in (1) and (2) give, with $a_{-1}=b_{-1}=0$,

$$c(\gamma+k+j)b_k-Za_k=c\lambda(b_{k-1}-\mu a_{k-1}),\tag{7}$$

$$c(j-\gamma-k)a_k-Zb_k=\frac{c\lambda}\mu(b_{k-1}-\mu a_{k-1}).\tag{8}$$

Multiplying (8) by $\mu$ makes its right side equal to that of (7). Subtraction gives $P_kb_k=Q_ka_k$, where

$$P_k=c(\gamma+k+j)+\mu Z,\qquad Q_k=Z+\mu c(j-\gamma-k).$$

Unless $P_k$ and $Q_k$ both vanish, we may set $a_k=P_kt_k$ and $b_k=Q_kt_k$. In the left side of (7) the terms linear in $cZ$ cancel:

$$c(\gamma+k+j)Q_k-ZP_k=\mu\left[c^2j^2-c^2(\gamma+k)^2-Z^2\right]=-\mu c^2k(k+2\gamma),\tag{9}$$

because $c^2j^2-Z^2=c^2\gamma^2$. For the right side we need

$$Q_k-\mu P_k=Z(1-\mu^2)-2\mu c(\gamma+k)=2\mu c(\nu-\gamma-k),\qquad \nu=\frac{ZE}{c^2\lambda},$$

where $1-\mu^2=2E/(c^2+E)=2E\mu/(c\lambda)$ was used. With $k$ replaced by $k-1$ in this expression, (7) becomes

$$t_k=\frac{2\lambda(k-1+\gamma-\nu)}{k(k+2\gamma)}\,t_{k-1}.\tag{10}$$

**Quantization.** If the series does not end, then $t_k/t_{k-1}\to2\lambda/k$, as in the series of $e^{2\lambda r}$. The factor $e^{-\lambda r}$ cannot compensate, and $f$ grows as $e^{\lambda r}$ times a power. A bound state therefore needs $\nu=N+\gamma$ with $N=0,1,2,\dots$ This makes $\nu$, and so $E$, positive. Squaring gives

$$\frac{Z^2}{c^2}E^2=(N+\gamma_j)^2(c^4-E^2),\qquad
E_{N,j}=\frac{c^2}{\sqrt{1+\dfrac{Z^2/c^2}{(N+\gamma_j)^2}}}.\tag{11}$$

**The exceptional case.** By (9), $P_k$ and $Q_k$ cannot both vanish for $k\ge1$. At $k=0$ they can, if $\gamma+j=-\mu Z/c$, which requires $j<0$. Then $\mu=c(|j|-\gamma)/Z$, which corresponds to $E=c^2\gamma/|j|$, the $N=0$ value in (11).

In this case (7) at $k=0$ gives $b_0/a_0=-Z/[c(|j|-\gamma)]=-1/\mu$. So $b_0-\mu a_0\ne0$, and (7) produces a non-zero $t_1$. Since $\nu=\gamma$, the later factors in (10) contain $k-1>0$, and the series never ends. There is no $N=0$ state for $j<0$; those series start at $N=1$.

**Ground state.** Equation (11) increases with $N+\gamma_j$, and $\gamma_j$ increases with $|j|$. The minimum is at $N=0$, $j=+1/2$, where $1+Z^2/(c^2\gamma^2)=1/(4\gamma^2)$. Thus

$$\boxed{E_0=2\gamma c^2=c^2\sqrt{1-\frac{4Z^2}{c^2}},\qquad 0<Z<\frac c2 .}$$

From here on $\gamma$ again means $\gamma_{1/2}$. The wave function is the trial function with $s=+\gamma$, $\lambda=2Z$ and $g/f=\beta_+$.

## The non-relativistic limit

With $x=4Z^2/c^2$ and $\sqrt{1-x}=1-x/2-x^2/8-x^3/16-\dots$,

$$E_0-c^2=-2Z^2-\frac{2Z^4}{c^2}-\frac{4Z^6}{c^4}-\dots$$

The limit $-2Z^2$ belongs to $E_0-c^2$, not to $E_0$. It agrees with the planar Schrödinger equation: for the nodeless function $e^{-2Zr}$,

$$-\frac12\left(\partial_r^2+\frac1r\partial_r\right)e^{-2Zr}-\frac Zre^{-2Zr}
=\left(-2Z^2+\frac Zr-\frac Zr\right)e^{-2Zr}.$$

For excited levels $\gamma_j\to|j|$, and (11) gives $E-c^2\to-Z^2/[2(N+|j|)^2]$. States with equal $N+|j|$ coincide in this limit. At finite $c$, $\gamma_j$ separates different $|j|$, while $+j$ and $-j$ remain degenerate for $N\ge1$.

## A numerical case: $Z=40$

Take the model charge $Z=40$ and $c=137.036$. Then $Z/c=0.291894$ and

$$\gamma=\sqrt{0.25-0.291894^2}=0.405953,\qquad E_0/c^2=2\gamma=0.811906 .$$

With $c^2=18778.87$ hartree, $E_0=15246.67$ hartree and

$$E_0-c^2=-3532.19\ \text{hartree}=-96.12\ \text{keV}.$$

The first three terms of the expansion are $-3200$, $-272.65$ and $-46.46$ hartree. Their sum, $-3519.11$ hartree, misses 0.37% of the full binding energy. The full binding exceeds the non-relativistic value by 10.4%.

The radial density is proportional to $r^{2\gamma}e^{-4Zr}$, so ratios of gamma functions give

$$\left\langle\frac1r\right\rangle=\frac{4Z}{2\gamma}=\frac{2Z}\gamma,\qquad \langle r\rangle=\frac{1+2\gamma}{4Z}.$$

Here they are $197.07\ \text{bohr}^{-1}$ and $0.01132$ bohr, against the non-relativistic $4Z=160\ \text{bohr}^{-1}$ and $1/(2Z)=0.0125$ bohr. The mean radius shrinks by 9.4%, while $\langle1/r\rangle$, which weights the region near the charge, grows by 23%. The lower component carries the weight $\beta_+^2/(1+\beta_+^2)=\frac12-\gamma=0.0940$.

Differentiating $E_0=2\gamma c^2$ gives $dE_0/dZ=-2Z/\gamma=-\langle1/r\rangle$. The accepted level has the negative slope that the rejected one lacked.

## The critical charge

At $Z_c=c/2=68.518$ the exponent $\gamma$ reaches zero. The energy tends to $0$, the middle of the gap, and not to $-c^2$; its slope $-2Z/\gamma$ tends to $-\infty$. At short distance the kinetic term $cp$ and the potential both scale as $1/r$, so no small length can restore the balance: the ratio $Z/c$ decides.

For $Z>c/2$ the exponents are $\pm i\sqrt{Z^2/c^2-1/4}$. Both solutions oscillate in $\ln r$ with equal magnitude, and $\langle1/r\rangle$ diverges for each. The condition that selected $r^{+\gamma}$ has nothing left to select. What ends at $c/2$ is the point-charge problem with this condition, and it fails there only through $j=\pm1/2$: for $|j|\ge3/2$ the exponents $\pm\gamma_j$ stay real until $Z=|j|c$. A charge of finite size still has a definite spectrum.

The constant-potential core shows the change. With $\theta=\arctan(g/f)$, equations (1) and (2) combine into

$$\frac{d\theta}{dr}=\frac{fg'-gf'}{f^2+g^2}=\frac1c\left(E+\frac Zr\right)-c\cos2\theta-\frac jr\sin2\theta .$$

For $j=1/2$ this was integrated numerically outward from the core edge and inward from large $r$, and $E$ was adjusted until the two angles met. Radii below are in units of $1/c$ bohr.

**Below, $Z/c=0.45$.** The point-charge value is $E/c^2=0.4358899$. Cores of radius $10^{-4}$, $10^{-8}$ and $10^{-14}$ give $0.4454449$, $0.4360624$ and $0.4358903$. Equation (5), applied to the point-charge state and the exterior core solution, makes the energy error proportional to $b$, hence by (6) to $R^{2\gamma}$. The last two errors give the exponent $0.4359$, equal to $2\gamma$ at this precision.

**At $Z/c=1/2$.** Near the origin (1) and (2) reduce to $f'=g'=(f-g)/(2r)$. So $d=f-g$ is constant, and

$$f=a+\frac d2\ln(cr)+\frac d2,\qquad g=a+\frac d2\ln(cr)-\frac d2 .$$

Fixing $g/f=\tau$ at a small $R$ gives $d/a\approx2/\ln[1/(cR)]$. Now use (5) with the zero-energy solution $f_1=g_1=e^{-cr}$. The boundary term is $cd$, and the overlap is approximately $2a\int_0^\infty e^{-2cr}dr=a/c$. Therefore

$$E\approx\frac{2c^2}{\ln[1/(cR)]} .$$

For radii $10^{-20}$, $10^{-40}$ and $10^{-60}$ this predicts $E/c^2=0.0434$, $0.0217$ and $0.0145$; the integration gives $0.0430$, $0.0216$ and $0.0144$. The limit is zero, approached logarithmically.

**Above, $Z/c=0.60$.** Radii $6.36\times10^{-3}$, $1.59\times10^{-3}$ and $6.36\times10^{-4}$ give $E/c^2=-0.153$, $-0.444$ and $-0.713$. At $R=3.18\times10^{-4}$ the level has fallen to $-0.999$, next to the lower continuum. The energy now depends on the core radius and does not settle within the gap as the core shrinks.

Numbers in the example were calculated in double precision.
